# Restoring Internal Consistency in Surface Hopping with an Energy-Based Decoherence Correction

Surface hopping describes one electronic state in two ways: by amplitudes carried along each trajectory, and by the label of the surface on which the trajectory moves. On Tully's extended-coupling model, with the parameters below, the mean upper-state population from the amplitudes ends at 0.413 while the fraction of trajectories on the upper surface is 0.245. The Granucci-Persico correction with constant 0.1 hartree changes these to 0.236 and 0.243. The mismatch falls from 0.168 to 0.007 in magnitude. The same correction makes the division between transmission and reflection less accurate, so consistency and accuracy must be judged separately.

## The model and its two surfaces

Hartree atomic units are used, with $\hbar=1$. One nuclear coordinate $x$, of mass $M=2000$, is coupled to two diabatic states:

$$
H=\begin{pmatrix}A&V\\V&-A\end{pmatrix},\qquad
V(x)=\begin{cases}Be^{Cx},&x<0\\B(2-e^{-Cx}),&x\ge0.\end{cases}
$$

Here $A=0.0006$ and $B=0.1$ hartree, and $C=0.9$ per bohr. Squaring the matrix gives $H^2=(A^2+V^2)I$, because the off-diagonal terms $AV-VA$ cancel. The eigenvalues are therefore $\pm E$, with $E=\sqrt{A^2+V^2}$.

Define $\theta$ by $\cos2\theta=A/E$ and $\sin2\theta=V/E$. The real eigenvectors are

$$
|u\rangle=\begin{pmatrix}\cos\theta\\\sin\theta\end{pmatrix},\qquad
|l\rangle=\begin{pmatrix}-\sin\theta\\\cos\theta\end{pmatrix}.
$$

For instance, the first component of $H|u\rangle$ is $E(\cos2\theta\cos\theta+\sin2\theta\sin\theta)=E\cos\theta$. Thus $u$ is the upper state, with energy $+E$, and the orthogonal state $l$ has energy $-E$. Since $E'=VV'/E$, the force is $-VV'/E$ on $u$ and $+VV'/E$ on $l$.

The states rotate as the nucleus moves: $|u'\rangle=\theta'|l\rangle$ and $|l'\rangle=-\theta'|u\rangle$. Differentiating $\tan2\theta=V/A$, and using $\sec^22\theta=E^2/A^2$, gives

$$
\theta'=\frac{AV'}{2E^2}.
$$

For $x<0$, $V'=CV$, so $\theta'=CAV/[2(A^2+V^2)]$. Because $A^2+V^2\ge2AV$, this is at most $C/4=0.225$ per bohr, reached at $V=A$, or $x=\ln(A/B)/C=-5.68$ bohr. For $x\ge0$, $V\ge B$ and $V'\le BC$, so $\theta'$ is below $AC/(2B)=0.0027$ per bohr. Transitions therefore happen mainly on the left.

A particle arriving from the left on the lower surface has mean momentum 20 and kinetic energy $20^2/4000=0.1$ hartree. The upper surface rises to 0.2 hartree on the right. The upper branch must turn back, while the lower branch is accelerated to the right. One encounter with the coupling thus produces two branches that separate.

## The hopping rule and its hidden assumption

Write the electronic state on a trajectory as $c_u|u\rangle+c_l|l\rangle$, and let $v$ be the nuclear velocity. Inserting it into $i\,d|\psi\rangle/dt=H|\psi\rangle$ and collecting the coefficients of $u$ and $l$ gives

$$
\dot c_u=-iEc_u+v\theta'c_l,\qquad
\dot c_l=iEc_l-v\theta'c_u.
$$

With $P_u=|c_u|^2$, the first equation yields

$$
\dot P_u=2\,\mathrm{Re}(c_u^*\dot c_u)
=2v\theta'\,\mathrm{Re}(c_u^*c_l).
$$

The energy term drops out because $-iE|c_u|^2$ is imaginary.

Suppose that $N$ trajectories share the same amplitudes and that $NP_a$ of them are on state $a$. If $P_a$ falls to $P_a^{\rm new}$ in one step, at least $N(P_a-P_a^{\rm new})$ trajectories must leave. The smallest number of hops is obtained by letting each leave with probability

$$
g=\max\left(0,\frac{P_a-P_a^{\rm new}}{P_a}\right),
$$

and allowing no hops the other way. This is the two-state fewest-switches rule, written for a finite step short enough to resolve the population changes.

A hop must conserve nuclear plus electronic energy. Going down releases $2E$, so $p_{\rm new}^2/2M=p^2/2M+2E$ and $p_{\rm new}^2=p^2+4ME$. Going up gives $p^2-4ME$. The sign of $p$ is kept. If the result would be negative, the hop is refused and $p$ is unchanged.

The derivation assumed that the fraction on the upper state, $f$, equals $P_u$ among trajectories sharing those amplitudes. Consider what happens when it does not. If $P_u$ falls by a small $\delta$, the rule lowers $f$ by $f\delta/P_u$. If $P_u$ rises by $\delta$, it raises $f$ by $(1-f)\delta/(1-P_u)$. The changes in the mismatch $P_u-f$ are therefore

$$
\delta\left(\frac f{P_u}-1\right)\quad\text{on a fall},\qquad
\delta\,\frac{f-P_u}{1-P_u}\quad\text{on a rise}.
$$

Both are positive when $f>P_u$. The mismatch of such a group is negative, and each small change of population moves it towards zero.

This is how the uncorrected method loses its global balance. After the first encounter, transmitted trajectories are all on $l$ but retain an upper population near $p$, the first-passage transition probability. Reflected trajectories are all on $u$ but retain the same mixed amplitudes. Their mismatches are $+p$ and $-(1-p)$, with weights $1-p$ and $p$, so the total is

$$
(1-p)p-p(1-p)=0.
$$

The average looks sound although the two groups separately are not. When the reflected group crosses the coupling region again, the hopping rule shrinks its negative mismatch. The transmitted group is elsewhere and keeps its positive one. The cancellation is lost.

## Designing the correction

The cure should act on each trajectory without changing its energy or active surface. Let $a=1$ on the upper surface and $a=0$ on the lower, and define

$$
w=P_u-a.
$$

The swarm average $\langle w\rangle$ is the mean population minus the active fraction. Its vanishing is internal consistency in the mean. The root mean square of $w$ is a stricter measure: it vanishes when every trajectory carries just its active state.

Now multiply the population of the inactive state by $q$, with $0\le q\le1$, and give the removed population to the active state. If $l$ is active, $w=P_u$ becomes $qP_u$. If $u$ is active, $w=P_u-1=-P_l$ becomes $-qP_l$. In both cases

$$
w\longrightarrow qw.
$$

In terms of amplitudes, with $a$ now also labelling the active state and $b$ the inactive one, this operation is

$$
c_b^{\rm new}=e^{-\Delta t/\tau}c_b,\qquad
c_a^{\rm new}=c_a\sqrt{\frac{1-|c_b^{\rm new}|^2}{|c_a|^2}}.
$$

The square root restores unit norm and leaves the phase of $c_a$ unchanged. Populations are squared amplitudes, so

$$
q=e^{-2\Delta t/\tau}.
$$

The factor two matters: $\tau$ is the decay time of the inactive amplitude, and its population decays in $\tau/2$.

This argument fixes the operation but not its rate. The energy-based prescription supplies the rate as a model:

$$
\tau=\frac1{2E}\left(1+\frac{0.1}{E_{\rm kin}}\right),
$$

where $2E$ is the energy gap, $E_{\rm kin}=p^2/2M$, and 0.1 hartree is 2.72 eV. For $E_{\rm kin}$ much larger than 0.1 hartree, $\tau$ approaches the inverse gap. At a turning point $E_{\rm kin}\to0$ and damping stops. It also becomes slow when the surfaces approach each other. If the constant were made infinitely large, $q$ would tend to one and the uncorrected method would return.

At fixed gap and kinetic energy, successive damping factors multiply, so dividing $\Delta t$ into smaller parts gives the same correction. On a moving trajectory the rate changes, and the time step must resolve that change.

## What the correction does not guarantee

Take a swarm at one position that is consistent before the correction: a fraction $P_u$ is on $u$, and every trajectory has the same amplitudes. The two active groups have different kinetic energies, hence factors $q_u$ and $q_l$. Afterwards

$$
\begin{aligned}
\langle w\rangle
&=P_l(q_lP_u)+P_u(-q_uP_l)\\
&=P_uP_l(q_l-q_u).
\end{aligned}
$$

With equal factors the mean population is unchanged. With unequal factors the correction itself creates a mismatch.

For example, let $P_u=0.4$, the gap be 0.02 hartree and the step be 20 atomic units. A lower trajectory with kinetic energy 0.11 hartree has

$$
\tau_l=\frac{1+0.1/0.11}{0.02}=95.45,\qquad
q_l=e^{-40/95.45}=0.6577.
$$

For an upper trajectory with 0.09 hartree, $\tau_u=105.56$ and $q_u=0.6846$. The induced mean is $0.4\times0.6\times(0.6577-0.6846)=-0.0065$. It is small here, but not zero.

A second limitation arises inside the coupling region. Even when one correction leaves the mean population unchanged, it changes the amplitudes of individual trajectories. Their later populations change at a rate proportional to $\mathrm{Re}(c_u^*c_l)$, and their hop probabilities depend on those same amplitudes. Trajectories with different active states no longer share one electronic history. Neither the mean consistency nor the transition probability is then protected.

The size of this disturbance can be estimated. Put $y=x+5.68$ bohr. For $x<0$, $V=Ae^{Cy}$, and therefore

$$
\theta'=\frac C2\frac{e^{Cy}}{1+e^{2Cy}}
=\frac C4\frac1{\cosh(Cy)}.
$$

The coupling is at half its maximum when $\cosh(Cy)=2$, or $|y|=1.317/0.9=1.46$ bohr. At speed $20/2000=0.01$, crossing this full width of 2.9 bohr takes about 290 atomic units. At the peak the gap is $2\sqrt2A=0.0017$ hartree, so with $E_{\rm kin}=0.1$ hartree $\tau\approx2/0.0017\approx1200$. The population decay time is about 600. Damping during the crossing is therefore appreciable, though incomplete.

## The complete time step

Each trajectory carries $x$, $p$, the active label and two complex amplitudes. One step is as follows.

1. Move the nucleus by velocity Verlet on the active surface, with force $F$:
$$
p_{1/2}=p+\tfrac12F\Delta t,\quad
x_{\rm new}=x+\frac{p_{1/2}}M\Delta t,\quad
p_{\rm new}=p_{1/2}+\tfrac12F_{\rm new}\Delta t.
$$

2. Convert the old adiabatic amplitudes to diabatic ones:
$$
d_1=\cos\theta\,c_u-\sin\theta\,c_l,\qquad
d_2=\sin\theta\,c_u+\cos\theta\,c_l.
$$
Propagate them with $H$ at the midpoint of the nuclear step. Since $H^2=E^2I$, the even and odd terms of the exponential series sum to
$$
e^{-iH\Delta t}=\cos(E\Delta t)\,I-\frac{i\sin(E\Delta t)}E H.
$$
Rotate back using $\theta$ at the new position. The derivative coupling then enters only through the two rotations and need not be computed.

3. Compare the active population before and after step 2, draw the hop with probability $g$, and rescale the momentum if the hop is allowed.

4. Compute $\tau$ from the new active surface and the new kinetic energy. Damp the inactive amplitude and rescale the active one.

5. Record $P_u$ and the active label.

The hop probability must respond to population transferred by the Schrödinger equation, not to population moved by the correction. Comparing the populations before and after step 2 ensures this. Placing the correction after the hop lets it favour the new active state at once.

## Measuring the result

The initial wave packet is proportional to $\exp[-(x-x_0)^2/4\sigma_x^2+ip_0x]$, with $x_0=-15$ bohr, $\sigma_x=0.75$ bohr and $p_0=20$. Its Wigner function follows from

$$
\int ds\,e^{-(x-x_0)^2/2\sigma_x^2-s^2/8\sigma_x^2+i(p-p_0)s}
\propto e^{-(x-x_0)^2/2\sigma_x^2-2\sigma_x^2(p-p_0)^2}.
$$

Positions and momenta are thus independent Gaussian variables, with $\sigma_p=1/(2\sigma_x)=0.667$. Two runs of 4000 trajectories use the same initial values and random numbers. They differ in step 4 alone. The time step is 2 and the final time 3400 atomic units, or 82 fs.

The mean upper population and the active fraction, in that order, develop as follows:

| Time | Uncorrected | Corrected |
|---:|---:|---:|
| 1400 | 0.397, 0.404 | 0.361, 0.363 |
| 2000 | 0.397, 0.394 | 0.362, 0.362 |
| 2600 | 0.408, 0.255 | 0.254, 0.265 |
| 3400 | 0.413, 0.245 | 0.236, 0.243 |

At times 1400 and 2000 the uncorrected averages agree within 0.01. The mismatch appears when the reflected branch returns, as the argument above requires. At the end, the transmitted fraction is 0.599 and its mean upper population is 0.397. Its contribution is $0.599\times0.397=0.238$. The reflected group contributes $-0.070$, leaving $\langle w\rangle=0.168\pm0.006$, where the uncertainty is one standard error. There were four refused hops among 4000 trajectories. Accepting one would have changed the active fraction by $1/4000$ at that moment, so the direct effect of all four is at most 0.001.

With the correction, the transmitted group has no upper population to the printed precision. The final mean mismatch is $-0.0069\pm0.0015$, and its largest magnitude during the run is 0.013. The root mean square of $w$ falls from 0.389 to 0.094. The remaining mismatch belongs to the reflected group. There the gap approaches $2A=0.0012$ hartree, so for $E_{\rm kin}=0.1$ hartree the population decay time is about $1/0.0012\approx830$ atomic units. Mixed amplitudes created on the return passage do not have time to disappear. The size of the small negative mean is not well fixed: the second corrected run described below gives about $-0.001$, so much of the value $-0.0069$ may be sampling noise. The calculation does not identify the cause of any remainder.

## Consistency is not accuracy

A two-state wave packet propagated on a grid gives a reference for the same Hamiltonian and initial state, without trajectories or hopping. Its final probabilities can be compared with the active fractions:

| Channel | Wave packet | Uncorrected | Corrected |
|---|---:|---:|---:|
| Transmitted, lower | 0.604 | 0.599 | 0.638 |
| Reflected, lower | 0.157 | 0.157 | 0.119 |
| Reflected, upper | 0.239 | 0.245 | 0.243 |

The wave-packet values have a simple structure. Let $U$ be the unitary matrix for the first passage. Normalization of its first row and first column gives $|U_{uu}|^2+|U_{ul}|^2=|U_{uu}|^2+|U_{lu}|^2=1$, so the two transition probabilities are equal. For a return at the same speed, the real symmetric diabatic Hamiltonians occur in reverse order. The return matrix is the transpose of $U$, with the same transition probability $p$.

Once the lower branch has departed, the reflected lower and upper probabilities are therefore $p^2$ and $p(1-p)$. With $p=1-0.604=0.396$, these are 0.157 and 0.239, in agreement with the full wave packet.

The correction lowers the first-passage upper fraction to about 0.362. Since the paired runs differ in the correction alone, it is the cause. Damping after hopping has ended cannot change the active fraction, so the disturbance must occur while transitions are still taking place. This agrees with the estimate of appreciable damping during the crossing. The return passage also differs from the wave packet: of the reflected fraction $1-0.638=0.362$, the part ending on the lower surface is $0.1187/0.362=0.328$ in this run, against 0.396 for the wave packet. This ratio rests on about 1450 trajectories and has a standard error of 0.012, so the direction of the shift is clear but its size is only roughly fixed. This run probably overstates it: the second corrected run below ends with an upper fraction of 0.229, which for a reflected fraction near 0.362 corresponds to a return value of about $1-0.229/0.362=0.367$. The comparison with the wave packet does not show how much of this second shift is due to the correction and how much to surface hopping itself. The two shifts together make the reflected lower fraction too small, relative to the wave packet, by $0.038/0.157$ in this run, or about 24 percent with a standard error of about 3 points. A return value of 0.367 would give $0.362\times0.367=0.133$, a deficit of about 15 percent, so the deficit is best read as roughly 15 to 25 percent; the first shift alone would give $0.362\times0.396=0.143$.

The final upper population conceals part of this error. With transition probabilities $p_1$ on the first passage and $p_2$ on the return, the reflected upper fraction is $p_1(1-p_2)$. Lowering $p_1$ reduces it and lowering $p_2$ raises it, so the two errors partly compensate: $0.362\times(1-0.328)=0.243$ in this run, against 0.239 for the wave packet. The standard error of this fraction is 0.007, and the second corrected run below gives 0.229, so the closeness of 0.243 to 0.239 owes something to sampling. Agreement in the upper population alone would thus be a weak check of the branching.

In this example the uncorrected active fractions are the better estimate of the channel probabilities (each carries a standard error of 0.006 to 0.008, so the three-digit match at 0.157 is partly chance), while the uncorrected electronic populations are poor: 0.413 against the reference 0.239. The correction makes the two descriptions nearly interchangeable, at the cost of a lower transition probability on the first passage. A corrected run with 3000 other trajectories and half the time step gives a population of 0.228 and a fraction of 0.229. Consistency survives, while the common value moves by about 0.01, comparable with the sampling error.

These figures concern one model at one mean energy. The correction represents branches that separate and do not meet again. If they later overlap, their relative phase can affect the outcome, and damping has removed information that the amplitudes would need. A small $\langle w\rangle$ cannot reveal that loss. The numerical check tests the one-step identities, the reduction in mismatch and the wave-packet branching separately.

## Calculated quantities

```
Model A, B: 0.0006, 0.1 hartree; C: 0.9 1/bohr
Mass: 2000 electron masses
Initial mean position, width: -15.0, 0.75 bohr
Initial mean momentum, width: 20.0, 0.667 a.u.
Mean-momentum kinetic energy: 0.100 hartree
Right asymptotic upper energy: 0.200001 hartree
Decoherence constant: 0.1 hartree = 2.721 eV
Trajectories per main run: 4000; time step: 2.0 a.u.
Final time: 3400 a.u. = 82.24 fs
Derivative-coupling peak: 0.225 1/bohr at -5.684 bohr
One-step example: upper population 0.4, gap 0.02 hartree, dt 20 a.u.
  Active lower: kinetic 0.11 hartree, tau 95.45 a.u., q 0.65767
    w before, after: 0.40000, 0.26307
  Active upper: kinetic 0.09 hartree, tau 105.56 a.u., q 0.68458
    w before, after: -0.60000, -0.41075
  Mean w created by unequal rates: -0.006458
Upper-state probabilities (dimensionless):
  t=1400 a.u.: wave packet 0.3968
    FSSH population, active fraction: 0.3971, 0.4042
    Corrected population, active fraction: 0.3613, 0.3625
  t=2000 a.u.: wave packet 0.3963
    FSSH population, active fraction: 0.3967, 0.3942
    Corrected population, active fraction: 0.3620, 0.3620
  t=2600 a.u.: wave packet 0.2702
    FSSH population, active fraction: 0.4078, 0.2550
    Corrected population, active fraction: 0.2537, 0.2647
  t=3400 a.u.: wave packet 0.2392
    FSSH population, active fraction: 0.4131, 0.2450
    Corrected population, active fraction: 0.2364, 0.2432
FSSH final mean w: 0.1681 +/- 0.0055 (one standard error)
  rms w: 0.3891; largest |mean w| over time: 0.1681
  Contributions to mean w, transmitted and reflected: 0.2377, -0.0695
  Transmitted fraction: 0.5985; its mean upper population: 0.397134
  Reflected lower, upper active fractions: 0.1565, 0.2450
  Frustrated hops: 4; largest energy error: 1.43e-05 hartree
Corrected final mean w: -0.0069 +/- 0.0015 (one standard error)
  rms w: 0.0941; largest |mean w| over time: 0.0132
  Contributions to mean w, transmitted and reflected: 0.0000, -0.0069
  Transmitted fraction: 0.6380; its mean upper population: 0.000000
  Reflected lower, upper active fractions: 0.1187, 0.2432
  Frustrated hops: 0; largest energy error: 1.19e-05 hartree
Wave packet transmitted lower, upper: 0.6037, 4.99e-29
Wave packet reflected lower, upper: 0.1571, 0.2392
Separated-branch reflected lower, upper estimate: 0.1571, 0.2393
Largest wave-packet change on halving its step: 2.52e-09
Corrected replica (3000 trajectories, dt 1 a.u.) population, fraction: 0.2278, 0.2290
```
